# Generation leakage from end-of-range defects in a 100 nm depletion layer

**Question.** After an implant and anneal, end-of-range defects remain inside the depletion layer of a reverse-biased junction. The layer is 100 nm wide, the intrinsic density is $n_i=10^{10}\ \mathrm{cm^{-3}}$, and the defects give a generation lifetime of 1 ns. How large is the leakage current density, and how does it scale with bias, with defect density and with the position of the defects?

**Answer.** The current is set by how fast a defect level can emit an electron and a hole in turn, and by how much of the layer is empty enough for this to happen.

### Generation rate of one defect level

Let the defects have density $N_t$ and one level at energy $E_t$, occupied by an electron with probability $f$. An empty level captures electrons at the rate $c_n n$, and a filled level captures holes at the rate $c_p p$, where $n$ and $p$ are the carrier densities.

The emission rates follow from detailed balance. In equilibrium, with Fermi level $E_F$ and midgap (intrinsic) level $E_i$,

$$n=n_i e^{(E_F-E_i)/kT},\qquad \frac{f}{1-f}=e^{(E_F-E_t)/kT},$$

where any degeneracy factor is absorbed into $E_t$. Electron capture and emission must balance, so the emission rate of a filled level is

$$e_n=c_n n\,\frac{1-f}{f}=c_n n_i e^{\eta}\equiv c_n n_1,\qquad \eta=\frac{E_t-E_i}{kT}.$$

The same argument for holes, with $p=n_i e^{(E_i-E_F)/kT}$, gives

$$e_p=c_p p\,\frac{f}{1-f}=c_p n_i e^{-\eta}\equiv c_p p_1,$$

so that $n_1p_1=n_i^2$. These rates are assumed to hold under bias too, which leaves out any enhancement of emission by the electric field.

Electron capture and hole emission fill the level; electron emission and hole capture empty it. In steady state

$$0=(c_n n+c_p p_1)(1-f)-(c_n n_1+c_p p)f .$$

With $D=c_n(n+n_1)+c_p(p+p_1)$, the solution is

$$f=\frac{c_n n+c_p p_1}{D},\qquad 1-f=\frac{c_n n_1+c_p p}{D}.$$

The net generation rate is electron emission minus electron capture:

$$G=N_t c_n\left[n_1 f-n(1-f)\right]
=\frac{N_t c_n}{D}\left[c_n n n_1+c_p n_1p_1-c_n n n_1-c_p np\right].$$

The first and third terms cancel. Dividing numerator and denominator by $N_t c_n c_p$, and defining $\tau_n=1/(c_nN_t)$ and $\tau_p=1/(c_pN_t)$, gives

$$G=\frac{n_i^2-np}{\tau_p(n+n_1)+\tau_n(p+p_1)} .$$

Where both carrier densities are negligible, this becomes

$$G=\frac{n_i}{\tau_g},\qquad \tau_g=\tau_p e^{\eta}+\tau_n e^{-\eta}.$$

This defines the generation lifetime. For equal capture lifetimes $\tau$ it is $2\tau\cosh\eta$, smallest at midgap. A level far from midgap emits one carrier easily but must wait long for the other. Following the occupancy in time until it settles confirms both rate formulas, including cases with unequal capture coefficients and levels off midgap.

From here on the level is at midgap and $c_n=c_p=10^{-7}\ \mathrm{cm^3/s}$. With $N_t=2\times10^{16}\ \mathrm{cm^{-3}}$,

$$\tau_n=\tau_p=\frac{1}{10^{-7}\times 2\times10^{16}}\ \mathrm{s}=0.5\ \mathrm{ns},\qquad \tau_g=0.5+0.5=1\ \mathrm{ns}.$$

### Current if the whole layer is empty

Put the p side at $x=-W/2$ and the n side at $x=+W/2$. The field drives electrons towards $+x$ with flux $F_n$ and holes towards $-x$ with flux $F_p$, both counted positive. Each generated pair adds to both, so

$$\frac{dF_n}{dx}=G,\qquad \frac{dF_p}{dx}=-G.$$

Electrons moving right and holes moving left carry current in the same direction. Its magnitude $J=q(F_n+F_p)$ is therefore the same at every $x$. Neglecting carriers that enter from the neutral regions, $F_n=0$ at the p edge and $F_p=0$ at the n edge. Evaluating $J$ at the n edge gives

$$J=q\int_{-W/2}^{W/2}G\,dx .$$

Each pair thus contributes one elementary charge to the external circuit, not two. For an empty, uniformly defective layer,

$$J_{\max}=\frac{q n_i W}{\tau_g}.$$

The generation rate is $10^{10}/10^{-9}=10^{19}\ \mathrm{cm^{-3}\,s^{-1}}$, and $W=10^{-5}$ cm, so

$$J_{\max}=1.602\times10^{-19}\times10^{19}\times10^{-5}\ \mathrm{A/cm^2}\approx 16\ \mathrm{\mu A/cm^2},$$

or 0.16 pA/µm². If "1 ns" meant each capture lifetime instead, $\tau_g$ would be 2 ns and the result 8 µA/cm².

The subscript marks a ceiling: for a midgap level with equal capture lifetimes, any non-negative $n$ and $p$ can only lower $G$ below $n_i/\tau_g$. It remains to find how much of a real depletion layer is empty in the required sense, $n,p\ll n_i$. "Depleted" means only that the carriers are few compared with the doping, a much weaker condition.

### How much of the junction generates

Take an abrupt junction with doping $N$ on both sides and use the depletion approximation: the charge density is $-qN$ on the p side of the layer and $+qN$ on the n side. On the p side Poisson's equation is $\phi''=qN/\varepsilon$. With $\phi=\phi'=0$ at the edge,

$$\phi=\frac{qN}{2\varepsilon}\left(x+\frac W2\right)^2,\qquad \phi(0)=\frac{qNW^2}{8\varepsilon}.$$

By symmetry the n side adds the same drop. Writing $U$ for the total,

$$U=V_{bi}+V_R=\frac{qNW^2}{4\varepsilon}.$$

The field is largest at the centre, $\mathcal E_0=qNW/(2\varepsilon)=2U/W$. At zero bias the electron density falls from $N$ on the n side to $n_i^2/N$ on the p side. The Boltzmann factor then gives, with $V_T=kT/q$,

$$V_{bi}=V_T\ln\frac{N^2}{n_i^2}=2V_T\ln\frac{N}{n_i}.$$

For $W=100$ nm, relative permittivity 12, $V_R=1$ V and 300 K, these two conditions give $N=5.1\times10^{17}\ \mathrm{cm^{-3}}$ and $V_{bi}=0.917$ V, hence $U=1.917$ V.

At distance $s$ from the n edge, the potential lies below its n-side value by

$$\frac U2\left(\frac{s}{W/2}\right)^2=\frac{2Us^2}{W^2}.$$

The electrons spilling in from the n side stay close to equilibrium with it, so $n=N\exp[-2Us^2/(W^2V_T)]$. Holes behave likewise at the p edge. The product of these two densities is uniform across the layer:

$$np=N^2e^{-U/V_T}=n_i^2e^{-V_R/V_T}.$$

At zero bias this equals $n_i^2$ and the current vanishes, as the numerical calculation confirms. For $V_R\gg V_T$ it is negligible beside $n_i^2$, and the midgap rate becomes

$$G=\frac{n_i^2}{\tau_n(n+p+2n_i)}=\frac{n_i}{\tau_g}\,\frac{1}{1+(n+p)/(2n_i)} .$$

Generation is half its full value where the majority density is $2n_i$. Closer to the n edge the levels are nearly always filled, and a filled level cannot emit a hole; near the p edge they are nearly always empty and cannot emit an electron.

The half-value point on the n side satisfies

$$\frac{2Us^2}{W^2}=V_T\ln\frac{N}{2n_i}=\frac{V_{bi}}2-V_T\ln2 .$$

Multiplying by $W^2/(2U)$ and taking the root,

$$s=\frac W2\sqrt{\frac{V_{bi}-2V_T\ln2}{U}} .$$

Replace the smooth switch-on by a step at this point and remove $s$ at both edges. The active width is then

$$\frac{W_g}{W}\approx1-\sqrt{\frac{V_{bi}-2V_T\ln 2}{V_{bi}+V_R}},\qquad J\approx\frac{q n_i W_g}{\tau_g}.$$

At 1 V, with $V_T=25.85$ mV,

$$\frac{W_g}{W}=1-\sqrt{\frac{0.917-0.036}{1.917}}=1-0.678=0.322 .$$

About 32 nm of the 100 nm generates, and the current is $0.322\times16.02\approx5.2\ \mathrm{\mu A/cm^2}$. Without field-enhanced emission, the 16 µA/cm² estimate is too high for a midgap level in this symmetric junction by a factor of about three. The factor is not universal. A level away from midgap is suppressed only where the majority density exceeds $n_1+p_1$, so at the same $\tau_g$ (which then needs a larger $c_nN_t$) the factor is about 2.5 for a level 0.1 eV from midgap and about 2 for one 0.2 eV away. An implanted junction is usually one-sided; for the same width and bias it gives about 6.4 µA/cm², a factor of 2.5, from a zone lying roughly 12 to 52 nm into the lightly doped side.

The step is a good replacement because, in a locally linear potential, the generation missing on one side of the half-value point equals the excess on the other. The leading correction comes from the curvature of $s$ as a function of the potential drop $y$. Since $s\propto\sqrt y$, we have $s''=-s/(4y^2)$. The Sommerfeld expansion of the smooth step changes the suppressed width by $(\pi^2/6)V_T^2s''$, a relative change of $-(\pi^2/24)(V_T/y)^2$. Here $y\approx0.44$ V, so the change is about $-0.14\%$ of the 68 nm suppressed, and $W_g$ grows by 0.1 nm. The numerical active width is 32.3 nm against 32.2 nm from the formula. Both use the potential of the depletion approximation, so this agreement tests the step replacement and not that approximation. Keeping the mobile carriers in Poisson's equation raises the active width to about 33 nm and the current to about 5.3 µA/cm², a shift of 2%.

### Do the generated carriers fill the layer?

Generated carriers need time to leave, and their density could in principle suppress further generation. With $\psi=\phi/V_T$ and the Einstein relation $\mu=D_n/V_T$, the electron flux is

$$F_n=\mu n\phi'-D_n n'=-D_n e^{\psi}\frac{d}{dx}\left(ne^{-\psi}\right).$$

Dividing by $-D_ne^{\psi}$ and integrating from $x$ to the n edge, where $n=N$ and $\psi=\psi_n$, gives

$$n(x)=Ne^{\psi(x)-\psi_n}+e^{\psi(x)}\int_x^{W/2}\frac{F_n}{D_n}e^{-\psi}\,dx' .$$

The first term is the spill-over already used. The second is the generated population. In a strong field its integrand decays over the short distance $V_T/\mathcal E$, so it is approximately $F_nV_T/(D_n\mathcal E)=F_n/(\mu\mathcal E)$, the flux divided by the drift velocity.

At the centre half the current is carried by electrons:

$$F_n=\frac{5.17\times10^{-6}}{2\times1.602\times10^{-19}}\approx1.6\times10^{13}\ \mathrm{cm^{-2}s^{-1}}.$$

For $D_n=1\ \mathrm{cm^2/s}$ and $\mathcal E_0=3.8\times10^5$ V/cm, the drift velocity is $3.8\times10^5/0.02585\approx1.5\times10^7$ cm/s. The density is then about $1.1\times10^6\ \mathrm{cm^{-3}}$; the full integral gives $1.2\times10^6$. This is some four orders of magnitude below $n_i$. Solving for the densities and $G$ together changes the current by about 0.01% relative to the value with spill-over alone. The conclusion does not hinge on the constant mobility assumed here: even carriers moving a thousand times more slowly would lower the current by only about a tenth.

### Scaling with bias, density and temperature

If $W$ is held at 100 nm while the bias is raised to 2 V, the doping must rise to $7.8\times10^{17}\ \mathrm{cm^{-3}}$. The active width becomes 45 nm and the current 7.1 µA/cm². Without field-enhanced emission, doubling the bias in this way raises the current by less than 40%. The peak field is then $5.9\times10^5$ V/cm, however, and with the tunnelling enhancement discussed in the last section the current would rise about fivefold.

The approach to the ceiling is slow. To reach 80% of it, the square root must fall to 0.2, so $U$ must be 25 times $V_{bi}-2V_T\ln2$. That is more than 20 V across 100 nm, with a field over ten times that at 1 V, far outside the use of a model without field-assisted processes.

A given device has fixed doping instead, and its layer widens with bias. Inserting $W=\sqrt{4\varepsilon U/(qN)}$ into the active width gives

$$W_g\approx\sqrt{\frac{4\varepsilon}{qN}}\left[\sqrt{V_{bi}+V_R}-\sqrt{V_{bi}-2V_T\ln2}\right].$$

The subtracted term, the suppressed width, does not depend on bias. If defects fill the widened layer, $J$ approaches a $\sqrt{V_R}$ law only when $V_R\gg V_{bi}$. At moderate bias it rises faster than that. With $A=V_{bi}-2V_T\ln2$, which is constant at fixed doping, differentiating the logarithm of $W_g$ gives

$$\frac{d\ln J}{d\ln V_R}=\frac{V_R}{2\sqrt U\,(\sqrt U-\sqrt A)} .$$

For the junction above at 1 V this is 0.81, against 0.5 for a square-root law. It is still about 0.7 at 5 V and 0.64 at 10 V, and at this doping a silicon junction is expected to break down by avalanche below about 10 V, so the square-root limit is not reached. With the tunnelling enhancement of the last section the exponent at 1 V is about 1.3.

At fixed active width, $J$ is proportional to $n_i/\tau_g$, and so to the defect density if the capture coefficients stay the same. Temperature enters mainly through $n_i$. Multiplying the Boltzmann expressions $n=N_ce^{-(E_c-E_F)/kT}$ and $p=N_ve^{-(E_F-E_v)/kT}$ gives $n_i=\sqrt{N_cN_v}\,e^{-E_g/2kT}$, where $N_c$ and $N_v$ are the effective densities of states and $E_g$ is the gap. For a midgap level with weakly varying lifetimes and no field-enhanced emission, the leakage therefore has an activation energy near half the gap, raised somewhat by the temperature dependence of $N_c$, $N_v$ and the gap itself.

### Position of the end-of-range band

End-of-range defects form a band just beyond the depth that the implant made amorphous; they do not fill the layer evenly. If a band of thickness $d$ lies wholly in the active zone and the rest of the layer is free of defects,

$$J=\frac{q n_i d}{\tau_g}=\frac{q n_i c_n}{2}\,N_t d ,$$

because $1/\tau_g=c_nN_t/2$ for equal capture coefficients at midgap. The current then depends on the defects per unit area, $N_td$, and not on how tightly they are packed.

For $d=20$ nm and a local $\tau_g$ of 1 ns this is $0.2\times16.02=3.2\ \mathrm{\mu A/cm^2}$. The numerical result for a band at the centre of the 1 V junction is 3.21 µA/cm² against 3.20 from the formula. Since the formula is an upper limit for this level, the small excess must be numerical: it comes from representing the band edges on a finite grid.

Now move the same band 40 nm towards the n side, so that it occupies the outermost 20 nm of the depletion layer. At its inner face $s=20$ nm, and the potential drop is $2\times1.917\times0.2^2\approx0.15$ V, only about six thermal voltages. The electron density there is still of order $10^{15}\ \mathrm{cm^{-3}}$, five orders above $n_i$, and it is higher throughout the rest of the band. The computed current falls to about $5\times10^{-6}\ \mathrm{\mu A/cm^2}$, between five and six orders below that of the central band. Only the order of magnitude is meaningful, because the current depends exponentially on the potential near the edge, where the depletion approximation is least accurate; keeping the mobile carriers in Poisson's equation roughly doubles it. Even a sparse background of midgap defects in the active zone, with a generation lifetime of 0.1 ms, would give more: $5.2\times10^{-9}/10^{-4}\approx5\times10^{-5}\ \mathrm{\mu A/cm^2}$. Midgap defects can therefore lie inside the depletion layer and still add almost nothing by this route. The suppression is weaker off midgap: a level 0.2 eV away with the same $\tau_g$ gives about $10^{-2}\ \mathrm{\mu A/cm^2}$ from the same band.

### What could change the estimate

The peak field at 1 V is already $3.8\times10^5$ V/cm. This is high enough for carriers to leave a defect by thermal excitation followed by tunnelling. A common estimate multiplies the emission rates by $1+\Gamma$, with

$$\Gamma=2\sqrt{3\pi}\,\frac{\mathcal E}{\mathcal E_\Gamma}\,e^{(\mathcal E/\mathcal E_\Gamma)^2},\qquad \mathcal E_\Gamma=\frac{\sqrt{24m^*(kT)^3}}{q\hbar}.$$

For a tunnelling mass $m^*$ of 0.25 electron masses, $\mathcal E_\Gamma\approx3.7\times10^5$ V/cm and the factor at the peak field is nearly 20. In this symmetric junction the active zone lies around that peak, so the leakage could be roughly ten times the 5.2 µA/cm² found above, and it would rise more steeply with bias. The factor depends strongly on the mass and on the defect: averaged over the active zone it runs from about 5 for a mass of 0.5 to about 20 for a mass of 0.16. In a one-sided junction the active zone lies below the peak field, and the gain for a mass of 0.25 is about 8. The 16 µA/cm² is therefore a ceiling only for generation at the stated lifetime without field enhancement, not for the total leakage. Charge on the defects has also been ignored. Here $N_t/N$ is about 4%, so the potential would change little, but a much denser band could reshape it and move the active zone. Finally, dislocation loops may have several levels or a continuous spread of them; a single $\tau_g$ then summarises their emission in an empty layer, while the suppression near the edges would need the actual levels.

The junction parameters and the computed currents are listed in the numerical output below.

## Table of computed values

```
Temperature: 300 K
Thermal voltage: 25.85 mV
Intrinsic density: 1.0e+10 cm^-3
Depletion width: 100 nm
Relative permittivity: 12
Capture coefficient: 1.0e-07 cm^3/s
Trap density: 2.0e+16 cm^-3
Diffusion coefficient: 1.0 cm^2/s
Each capture lifetime: 0.50 ns
Generation lifetime: 1.00 ns
Generation rate, empty layer: 1.00e+19 cm^-3 s^-1
Ceiling current density: 16.02 uA/cm^2
Ceiling current density: 0.160 pA/um^2
If each capture lifetime is 1 ns: 8.01 uA/cm^2
Zero-bias current / ceiling: 1.3e-07
--- Reverse bias 1 V ---
Doping on each side: 5.09e+17 cm^-3
Built-in voltage: 0.917 V
Peak field: 3.83e+05 V/cm
Active width, formula: 32.2 nm
Active width, transport: 32.3 nm
Current, formula: 5.16 uA/cm^2
Current, transport: 5.17 uA/cm^2
Change due to moving carriers: 1.3e-02 %
Electron density at centre: 1.2e+06 cm^-3
--- Reverse bias 2 V ---
Doping on each side: 7.80e+17 cm^-3
Built-in voltage: 0.940 V
Peak field: 5.88e+05 V/cm
Active width, formula: 44.6 nm
Active width, transport: 44.6 nm
Current, formula: 7.14 uA/cm^2
Current, transport: 7.15 uA/cm^2
Change due to moving carriers: 1.3e-02 %
Electron density at centre: 1.0e+06 cm^-3
--- Defect band, reverse bias 1 V ---
Band thickness: 20 nm
Band formula: 3.20 uA/cm^2
Band at centre, transport: 3.21 uA/cm^2
Offset of outer band: 40 nm
Outer band, transport: 4.5e-06 uA/cm^2
```
